# When does one lowered cation bind a state below an s band?

**Question**

I am modelling the conduction band of an oxide semiconductor as a simple cubic lattice with one s orbital per cation and nearest-neighbour hopping \(-t\), where \(t>0\). I replace one cation by another whose s level is lower by \(U\). I am asked to show that a state appears below the band only if \(U\) exceeds about \(3.96\,t\).

I have two arguments, and they disagree. An electron placed entirely on the impurity has energy \(-U\), while the band starts at \(-6t\), so I would expect a threshold of \(6t\). On the other hand, in a one-dimensional chain any lowering seems to bind. Where does 3.96 come from, and would it matter for a real film, say one based on indium oxide?

**Answer**

Your first argument gives a sufficient condition, not a necessary one. The orbital on the impurity is a trial state of energy \(-U\), so by the variational principle there is certainly a state below the band when \(U>6t\). The true state can spread onto the neighbours and gain hopping energy, which lowers the threshold. Your second argument is correct for the chain but fails in three dimensions, for a reason that the calculation makes visible.

**The model and its band**

Let the lattice constant be \(a\), take the orbitals as orthogonal, and put the host level at zero. The impurity sits at site 0. For now its hoppings equal those of the host, and it carries no extra charge, so there is no Coulomb tail. With \(\mathbf q=\mathbf k a\), the host band is

\[
\varepsilon(\mathbf q)=-2t(\cos q_x+\cos q_y+\cos q_z),
\]

which runs from \(-6t\) to \(6t\). Write \(\langle\cdots\rangle\) for the average over the zone \(-\pi<q_i\le\pi\). If \(\psi_{\mathbf n}\) is the amplitude on site \(\mathbf n\), define

\[
\psi(\mathbf q)=\sum_{\mathbf n}e^{-i\mathbf q\cdot\mathbf n}\psi_{\mathbf n},
\qquad
\psi_{\mathbf n}=\langle e^{i\mathbf q\cdot\mathbf n}\psi(\mathbf q)\rangle .
\]

The impurity term is \(-U\psi_0\) on site 0 and zero elsewhere, so its transform is the constant \(-U\psi_0\). The Schrödinger equation is therefore \(\varepsilon\psi(\mathbf q)-U\psi_0=E\psi(\mathbf q)\), or

\[
[\varepsilon(\mathbf q)-E]\,\psi(\mathbf q)=U\psi_0 .
\]

**The condition for a bound state**

Let \(E<-6t\). The bracket is then positive for every \(\mathbf q\). If \(\psi_0=0\), the equation forces \(\psi(\mathbf q)=0\) everywhere, so a bound state must have \(\psi_0\ne0\). Divide by the bracket, average over the zone, and use \(\langle\psi(\mathbf q)\rangle=\psi_0\):

\[
1=U\,G(E),\qquad
G(E)=\left\langle\frac{1}{\varepsilon(\mathbf q)-E}\right\rangle .
\]

Since \(G>0\), only a positive \(U\) can satisfy this. Moreover,

\[
\frac{dG}{dE}=\left\langle\frac{1}{[\varepsilon(\mathbf q)-E]^2}\right\rangle\equiv K(E)>0 .
\]

As \(E\) rises from \(-\infty\) to the band edge, \(G\) thus rises steadily from zero to \(G(-6t)\). The equation \(G(E)=1/U\) has one root if \(1/U<G(-6t)\), and no root below the edge otherwise. The threshold is

\[
U_c=\frac{1}{G(-6t)} .
\]

The edge itself needs a separate look. The norm of the state is

\[
\sum_{\mathbf n}|\psi_{\mathbf n}|^2=\langle|\psi(\mathbf q)|^2\rangle=U^2|\psi_0|^2K(E).
\]

Near \(\mathbf q=0\), \(\cos q_i\approx1-q_i^2/2\) gives \(\varepsilon+6t\approx tq^2\). At \(E=-6t\) the integrand of \(K\) varies as \(1/q^4\), and \(\int q^2dq/q^4\) diverges at small \(q\). A state with \(\psi_0\neq0\) is therefore not normalizable there. One with \(\psi_0=0\) would have to live at the single point \(\mathbf q=0\), which is also impossible for a normalizable state. A bound state thus exists if and only if \(U>U_c\), with strict inequality.

**Where 3.96 comes from**

At the edge, \(\varepsilon+6t=2t(3-\cos q_x-\cos q_y-\cos q_z)\), so

\[
G(-6t)=\frac{W}{2t},\qquad
W=\left\langle\frac{1}{3-\cos q_x-\cos q_y-\cos q_z}\right\rangle .
\]

The denominator vanishes as \(q^2/2\), but the volume element supplies \(q^2dq\), so \(W\) is finite. To reduce it to one integral, use \(1/x=\int_0^\infty e^{-xs}ds\) for \(x>0\). All quantities are positive, so the order of integration may be exchanged, and the three directions separate. With the modified Bessel function

\[
I_0(s)=\frac{1}{2\pi}\int_{-\pi}^{\pi}e^{s\cos q}\,dq,
\]

the result is

\[
W=\int_0^\infty\left[e^{-s}I_0(s)\right]^3ds .
\]

Numerical quadrature gives \(W=0.505462\). The known closed form

\[
W=\frac{\sqrt6}{96\pi^3}\,
\Gamma\!\left(\tfrac1{24}\right)\Gamma\!\left(\tfrac5{24}\right)
\Gamma\!\left(\tfrac7{24}\right)\Gamma\!\left(\tfrac{11}{24}\right)
\]

gives the same digits. Hence

\[
U_c=\frac{2t}{W}=\frac{2t}{0.505462}=3.957\,t ,
\]

or 0.330 of the full band width \(12t\).

This also settles the chain. For large \(s\), \(e^{-s}I_0(s)\) approaches \((2\pi s)^{-1/2}\). In \(d\) dimensions the integrand is the \(d\)th power, which falls as \(s^{-d/2}\). The integral diverges for \(d=1\) and \(d=2\), so \(G\) at the edge is infinite and any \(U>0\) binds. For \(d=3\) it converges, and a finite lowering is needed.

A real-space calculation confirms the number without any band integral. Put the site at the centre of an open cube, and solve for the diagonal element of \((H_0+6t)^{-1}\) there, \(H_0\) being the host Hamiltonian. Cubes with 15 and 31 sites per edge, extrapolated with a correction inversely proportional to the distance between the planes just outside the cube where the amplitude vanishes (\(16a\) and \(32a\)), give \(U_c=3.956\,t\). In an open cube of 21 sites per edge, the lowest energy is \(-5.978\,t\) for \(U=3.90\,t\) and \(-6.031\,t\) for \(U=4.20\,t\). The second value proves binding in the infinite lattice too, because a state confined to the cube is a valid trial state there.

**Far above threshold**

For a deep level set \(x=-E\) and expand in \(\varepsilon/x\). The zone averages are \(\langle\varepsilon\rangle=0\) and \(\langle\varepsilon^2\rangle=4t^2\cdot3\cdot\tfrac12=6t^2\), so

\[
G\approx\frac1x+\frac{6t^2}{x^3}.
\]

Then \(1=UG\) gives \(x\approx U+6Ut^2/x^2\). Replacing \(x\) by \(U\) in the small term,

\[
E\approx-U-\frac{6t^2}{U}.
\]

Each of the six neighbours lowers the energy by \(t^2/U\). For \(U=6t\) this puts the state \(1.0\,t\) below the band; the full equation gives \(1.104\,t\). So at your proposed threshold the state is already well bound.

The probability on the impurity follows from the norm:

\[
P_0=|\psi_0|^2=\frac{1}{U^2K(E)} .
\]

It is 0.773 at \(U=6t\). Diagonalizing a periodic cluster of \(16^3\) sites reproduces both this weight and the depth to the digits given.

**Just above threshold**

Write \(E=-6t-E_b\) with \(E_b=t\kappa^2\) and \(\kappa\ll1\). Let \(D=\varepsilon+6t\). Subtracting the two Green functions,

\[
G(-6t)-G(E)=\left\langle\frac1D-\frac1{D+t\kappa^2}\right\rangle
=\left\langle\frac{t\kappa^2}{D(D+t\kappa^2)}\right\rangle .
\]

The leading part comes from \(q\sim\kappa\), where \(D\approx tq^2\). The integral converges at large \(q\), so to this order its limit may be moved to infinity:

\[
G(-6t)-G(E)\approx\frac{4\pi}{(2\pi)^3}\int_0^\infty
\frac{\kappa^2\,dq}{t(q^2+\kappa^2)}
=\frac{\kappa^2}{2\pi^2t}\cdot\frac{\pi}{2\kappa}
=\frac{\kappa}{4\pi t}.
\]

Insert \(G(-6t)=1/U_c\) and \(G(E)=1/U\):

\[
\kappa\approx4\pi t\left(\frac1{U_c}-\frac1U\right),\qquad
E_b=t\kappa^2\approx\frac{16\pi^2t^3}{U_c^4}(U-U_c)^2 .
\]

The binding energy starts quadratically, so a state just past threshold is very shallow. It is also spread out. In the same limit

\[
K\approx\frac{1}{2\pi^2t^2}\int_0^\infty\frac{q^2dq}{(q^2+\kappa^2)^2}
=\frac{1}{2\pi^2t^2}\cdot\frac{\pi}{4\kappa}
=\frac{1}{8\pi t^2\kappa},
\]

so \(P_0\approx8\pi t^2\kappa/U_c^2\), which goes to zero at threshold. At distances \(r\gg a\) the amplitude is the transform of \(1/(q^2+\kappa^2)\), proportional to \(e^{-\kappa r/a}/r\). Its decay length is \(a/\kappa=a\sqrt{t/E_b}\).

At \(U=1.002\,U_c\), the full equation gives \(E_b=4.01\times10^{-5}\,t\) and \(t\kappa^2\), with \(\kappa=4\pi t(1/U_c-1/U)\), gives \(4.02\times10^{-5}\,t\). The weight on the impurity is only 0.010.

**If the hoppings change too**

A different cation usually has a different orbital radius. Let its six hoppings be \(-\lambda t\), with \(\lambda>0\). On site 0,

\[
(E+U)\psi_0=-\lambda t\sum_{\text{6 neighbours}}\psi_{\mathbf n}.
\]

The rest of the lattice is driven by site 0 through the same factor \(\lambda\), so the neighbour amplitudes are proportional to \(\lambda\psi_0\). The right side is therefore \(\lambda^2\Delta(E)\psi_0\), where \(\Delta\) depends only on the host with site 0 removed. To find \(\Delta\), use \(\lambda=1\): there a state at \(E\) requires \(U=1/G(E)\), so \(\Delta(E)=E+1/G(E)\). For general \(\lambda\),

\[
E+U=\lambda^2\left[E+\frac1{G(E)}\right].
\]

If \(H'\) is the host without site 0 and \(|c\rangle\) its coupling vector to that site, then \(\Delta=\langle c|(E-H')^{-1}|c\rangle\). Removing a site cannot push states below \(-6t\), so \(\Delta\) falls steadily as \(E\) rises to the edge. The difference \(E+U-\lambda^2\Delta(E)\) thus rises from \(-\infty\), and it has a root below the band only if it is positive at \(E=-6t\), where \(\Delta=-6t+U_c\). This gives

\[
U_c(\lambda)=6t-\lambda^2(6t-U_c).
\]

For \(\lambda=0.8\) the threshold is \(4.69\,t\); for \(\lambda=1.2\) it is \(3.06\,t\). As \(\lambda\to0\) it becomes \(6t\), your first estimate, because the electron can no longer spread. For \(\lambda>1.714\) a state is bound even without any lowering.

**If two lowered cations are neighbours**

Let sites 0 and 1 be adjacent along \(x\), both lowered by \(U\), with all hoppings unchanged. The same division and averaging give

\[
\psi_0=U(G\psi_0+G_1\psi_1),\qquad
\psi_1=U(G_1\psi_0+G\psi_1),\qquad
G_1=\left\langle\frac{\cos q_x}{\varepsilon-E}\right\rangle .
\]

The even solution, \(\psi_1=\psi_0\), needs \(1=U(G+G_1)\). To find \(G_1\), average the identity \((\varepsilon-E)/(\varepsilon-E)=1\). The three cosines contribute equally, so \(-6tG_1-EG=1\). At \(E=-6t\) this becomes \(G_1=G-1/(6t)\), and

\[
U_c^{\text{pair}}=\frac{1}{2G(-6t)-1/(6t)}
=\frac{t}{0.50546-0.16667}=2.95\,t .
\]

The function \(G+G_1=\langle(1+\cos q_x)/(\varepsilon-E)\rangle\) rises with \(E\), so the earlier root argument holds. The odd solution needs \(1=U(G-G_1)\), and its threshold is \(6t\). A pair therefore first binds at \(2.95\,t\), well below the value for one cation.

**An indium-oxide-like film**

Take rough typical values: a cation density \(n=3\times10^{22}\ \text{cm}^{-3}\) and an effective mass \(m^*=0.20\,m\). One cation per cubic cell gives \(a=n^{-1/3}=0.322\) nm. Matching \(tk^2a^2\) to \(\hbar^2k^2/(2m^*)\) at the band bottom gives

\[
t=\frac{\hbar^2}{2m^*a^2}=1.839\ \text{eV},\qquad
U_c=3.957\times1.839\ \text{eV}=7.28\ \text{eV}.
\]

An isovalent substitute, with a round trial lowering of 2 eV not assigned to any element, reaches \(2.00/7.28=0.275\) of the threshold. In the bulk lattice it binds nothing. A film of finite thickness is different in principle: its lowest subband is two-dimensional, so any \(U>0\) binds a state below it. For a site in the middle layer of a slab with open surfaces, the 2 eV lowering binds by only \(4\times10^{-8}\) eV at 3 layers (1.0 nm), which is negligible. A lowering of 7 eV, still under the bulk threshold, binds by 0.49 eV at 3 layers, 0.10 eV at 7 layers (2.3 nm) and 0.016 eV at 15 layers (4.8 nm). The numbers below are for the bulk, that is, for films much thicker than the decay length of the state.

Existence is also a weaker demand than being a useful trap. To be bound by \(k_BT=0.0259\) eV at 300 K, the state needs a lowering of 7.56 eV. It then has a decay length of \(0.322\sqrt{1.839/0.0259}=2.71\) nm and a weight of 0.17 on the impurity. A binding energy of 0.5 eV needs 8.79 eV, and the weight is then 0.54.

The weak point is the band shape. The mass fixes only the curvature at the bottom, yet the cosine band extends it to a full width of \(12t=22\) eV, which should not be read as the width of the real conduction band. Real indium oxide has oxygen orbitals mixed into that band and is not parabolic far from its edge. If \(t\) were fitted to a full width \(B\) instead, the simple cubic threshold would be \(0.330B\), and the 2 eV lowering would bind for \(B<6.07\) eV. The lattice matters as well. The cations of indium oxide sit close to a face-centred cubic lattice, for which the nearest-neighbour threshold is \(8.92\,t\), or 0.558 of the width \(16t\). There the 2 eV lowering would bind only for \(B<3.59\) eV, and the same density and mass give a threshold of 6.51 eV and a width of 11.7 eV. The model therefore does not settle the case of a real film: the answer depends on which feature of the band sets \(t\).

Other omissions can be sized with the mass-derived \(t\):

- Hoppings 20 per cent weaker or stronger than in the host move the threshold to 8.63 or 5.62 eV.
- An adjacent pair has a threshold of 5.43 eV. Such a pair can therefore bind a state where an isolated substitute does not.
- A second-neighbour hopping of \(0.10\) times the first, with the mass at the band bottom held fixed, lowers the single-site threshold to 6.72 eV if it has the same sign as the first. With the opposite sign it raises the threshold.

Structural disorder, which blurs the band edge in an amorphous film, is not included in these numbers.

Finally, the threshold does not apply to a substitute with one extra positive charge, such as tin on an indium site. Its potential has a tail \(-e^2/(\epsilon r)\), where \(\epsilon\) is the static dielectric constant. For an isolated, unscreened donor, effective-mass theory gives a hydrogen-like state with

\[
E_d=\frac{m^*e^4}{2\hbar^2\epsilon^2},\qquad
a_d=\frac{\epsilon\hbar^2}{m^*e^2}.
\]

With the rough value \(\epsilon=9\), these are 33.6 meV and 2.38 nm. The state exists without any extra lowering of the site level, because the long tail does the binding. This holds only for dilute donors: the Mott criterion \(n_d^{1/3}a_d\approx0.26\) for the donor density \(n_d\) puts the limit near \(10^{18}\ \text{cm}^{-3}\) for these values. In a heavily tin-doped film, with typically \(10^{20}\ \text{cm}^{-3}\) electrons or more, the electrons screen the tail and the separate donor level merges with the band. The \(3.96\,t\) criterion concerns a short-range change of level on one site, with the surrounding hoppings left as they were. The numerical output below lists the values for the bulk simple cubic model and the isolated donor.

## Computed results

```
Zone average W (quadrature): 0.5054620
Zone average W (gamma functions): 0.5054620
Edge Green function G(-6t): 0.252731 /t
Threshold Uc: 3.95678 t
Threshold from zone mesh: 3.95678 t
Threshold from open cubes, extrapolated: 3.9564 t
Threshold / full band width: 0.3297
Open cube, single: U = 3.90 t gives E = -5.9784 t
Open cube, single: U = 4.20 t gives E = -6.0308 t
Open cube, hop 1.2: U = 3.00 t gives E = -5.9795 t
Open cube, hop 1.2: U = 3.35 t gives E = -6.0224 t
Open cube, pair: U = 2.90 t gives E = -5.9787 t
Open cube, pair: U = 3.20 t gives E = -6.0265 t
U = 6 t, depth below band: formula 1.10392 t, cluster 1.10392 t
U = 6 t, site weight: formula 0.77301, cluster 0.77301
U = 1.002 Uc, depth: 4.0107e-05 t, edge law 4.0185e-05 t
U = 1.002 Uc, site weight: 0.01011
Threshold, hoppings x 0.8: 4.692 t = 8.63 eV
Threshold, hoppings x 1.2: 3.058 t = 5.62 eV
Hopping factor that binds at U = 0: 1.714
Threshold, adjacent pair: 2.952 t = 5.43 eV
Example cation density (rough): 3.0e+22 cm^-3
Example effective mass (rough): 0.20 m
Example dielectric constant (rough): 9.0
Lattice constant a: 0.3218 nm
Hopping t: 1.839 eV
Full model band width 12t: 22.07 eV
Threshold Uc: 7.28 eV
Trial lowering: 2.00 eV = 1.087 t
Trial lowering / threshold: 0.275
Full width below which trial binds: 6.07 eV
kT at 300 K: 0.0259 eV
Lowering for binding kT: 4.113 t = 7.56 eV
Site weight for binding kT: 0.1709
Lowering for binding 0.5 eV: 4.777 t = 8.79 eV
Site weight for binding 0.5 eV: 0.5430
Decay length for binding kT: 2.71 nm
Second/first neighbour hopping ratio tried: 0.10
Threshold with it, same edge mass: 6.72 eV
Charged donor, hydrogenic binding: 33.6 meV
Charged donor, Bohr radius: 2.38 nm
```
